# Layer sums for the local field in a polarized simple-cubic slab

A free-standing ferroelectric slab is modelled by identical point dipoles $p$, all pointing along $+z$, on a simple-cubic lattice of constant $a$. The slab has $N$ layers normal to $z$, carries no free charge, and has polarization $P=p/a^3$. The local field at a site is the field of all the other dipoles, and $E$ denotes a $z$ component in SI units. The moments are rigid until part (g).

A dipole at the origin produces, at height $z$ and lateral distance $\rho$,

$$E=\frac{p}{4\pi\varepsilon_0}\,\frac{3z^2-r^2}{r^5}=\frac{p}{4\pi\varepsilon_0}\,\frac{2z^2-\rho^2}{(\rho^2+z^2)^{5/2}},\qquad r^2=\rho^2+z^2 .$$

In the lattice sums, lengths are measured in units of $a$, and the reduced field is $F=E_{\rm loc}/(P/4\pi\varepsilon_0)$.

## (a) One layer in real space

**Question.** Write the reduced field of one infinitely wide layer at a site $l$ layers away. Does the sum depend on the order of its terms? Find the contribution from beyond a large disc of radius $R$.

**Answer.** With $\rho^2=m^2+n^2$,

$$T(l)=\sum_{m,n}\frac{2l^2-\rho^2}{(\rho^2+l^2)^{5/2}}\quad(l\ne0).$$

For the site's own layer, $l=0$ and the site itself is left out, so the contribution is $-S_0$ with

$$S_0=\sum_{(m,n)\neq(0,0)}\frac1{\rho^3}=9.03362 .$$

It is negative because each neighbour lies beside the site, where a dipole's field opposes its moment.

At large $\rho$ the terms fall as $\rho^{-3}$ while the number of sites grows as $\rho\,d\rho$. The layer sum therefore converges absolutely and its order is irrelevant. In three dimensions the terms fall as $r^{-3}$ against $r^2dr$, which does not converge absolutely, so the shape of the body matters. Here every layer is made infinitely wide before layers are added.

Beyond a large disc the sum may be replaced by an integral. Differentiation gives

$$\frac{d}{d\rho}\frac{\rho^2}{(\rho^2+l^2)^{3/2}}=\frac{2\rho(\rho^2+l^2)-3\rho^3}{(\rho^2+l^2)^{5/2}}=\frac{\rho(2l^2-\rho^2)}{(\rho^2+l^2)^{5/2}},$$

so the remainder is

$$\int_R^\infty 2\pi\rho\,\frac{2l^2-\rho^2}{(\rho^2+l^2)^{5/2}}\,d\rho=-\frac{2\pi R^2}{(R^2+l^2)^{3/2}} .$$

For $l\neq0$ and $R=0$ this vanishes: the field of a layer, averaged over a parallel plane, is zero.

## (b) How fast the field of a layer decays

**Question.** Find a rapidly convergent form of $T(l)$ for $l\geq1$.

**Answer.** The layer at $z=0$ has dipole moment per area $\mu=p\sum_{\mathbf R}\delta(\boldsymbol\rho-\mathbf R)$, which has the Fourier series

$$\mu(\boldsymbol\rho)=\frac{p}{a^2}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho},\qquad \mathbf G=\frac{2\pi}{a}\mathbf g,$$

where $\mathbf g$ runs over pairs of integers. In this derivation $z$ and $\boldsymbol\rho$ are actual lengths. The charge density is $-\mu\,\delta'(z)$, so Poisson's equation for each Fourier component of the potential reads

$$\phi_G''-G^2\phi_G=\frac{p}{\varepsilon_0a^2}\,\delta'(z).$$

Hence $\phi_G$ jumps by $p/(\varepsilon_0a^2)$ at $z=0$. The potential is odd in $z$, so half the jump lies on each side. For $G\ne0$ the solution that decays is

$$\phi_G=\frac{p}{2\varepsilon_0a^2}\,e^{-Gz}\qquad(z>0).$$

The $G=0$ component is constant on each side, since part (a) showed that the average field vanishes. It gives a potential step but no field.

Directly above a dipole all phase factors equal one, and $E=-\partial_z\phi$ gives

$$E=\frac{p}{2\varepsilon_0a^2}\sum_{\mathbf G\neq0}G\,e^{-Gz}.$$

Setting $z=la$ and $G=2\pi|\mathbf g|/a$, and dividing by $p/(4\pi\varepsilon_0a^3)$, we obtain

$$T(l)=4\pi^2\sum_{\mathbf g\neq0}|\mathbf g|\,e^{-2\pi|\mathbf g|l}.$$

The four shortest vectors give the leading term $16\pi^2e^{-2\pi l}$. Numerically,

$$T(1)=0.32746,\quad T(2)=5.55\times10^{-4},\quad T(3)=1.03\times10^{-6}.$$

As a test, the real-space sum of part (a) over a disc of radius $1500.5$, with its remainder added, gives $T(1)=0.327465$. The field decays so quickly because the positive and negative parts of a layer's field pattern cancel over distances of order $a$.

## (c) The interior field

**Question.** Determine the exact limit of the local field at the central site as the number of layers grows, and compare it with the numerical layer sums.

**Answer.** Take $2M+1$ layers. The central site has

$$F=-S_0+2\sum_{l=1}^{M}T(l).$$

Divide the sites into a central cube, with all three integer coordinates between $-M$ and $M$, and the rest of the slab.

In the cube, symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal. Since $r^2=x^2+y^2+z^2$,

$$\sum_{\rm cube}\frac{3z^2-r^2}{r^5}=0 .$$

For the rest, surround every site by its unit cell. These cells fill the region $|z|<h$, with $h=M+\tfrac12$, outside the square $|x|,|y|<h$. Replacing the value at a cell's centre by the cell average leaves no first-order error. The second derivatives of the field are of order $r^{-5}$, so the total error is at most of order

$$M\int_M^\infty\rho\,\frac{d\rho}{\rho^5}\sim\frac1{M^2},$$

which vanishes as $M\to\infty$. The sum then becomes an integral. To evaluate it, use

$$\frac{\partial}{\partial z}\frac{z}{r^3}=\frac1{r^3}-\frac{3z^2}{r^5}=-\frac{3z^2-r^2}{r^5}.$$

Integrating over $z$ from $-h$ to $h$ first gives two equal end contributions:

$$I=-2\int_{\text{outside square}}\frac{h}{(\rho^2+h^2)^{3/2}}\,dA .$$

The integral is the solid angle that this part of the plane $z=h$ subtends at the central site. The whole plane subtends $2\pi$, and the missing square is one face of a cube seen from its centre, which subtends $4\pi/6$. Therefore

$$I=-2\left(2\pi-\frac{2\pi}{3}\right)=-\frac{8\pi}{3}.$$

The layer sums consequently obey

$$-S_0+2\sum_{l=1}^{\infty}T(l)=-\frac{8\pi}{3},\qquad E_{\rm loc}\to-\frac{8\pi}{3}\,\frac{P}{4\pi\varepsilon_0}=-\frac{2P}{3\varepsilon_0}.$$

The numerical sum over distant layers is $0.328021$, so

$$-9.03362+2(0.328021)=-8.37758,$$

which agrees with $-8\pi/3=-8.37758$. Most of the field comes from the site's own layer; the other layers reduce its magnitude slightly.

## (d) From the surface to the interior

**Question.** Find the field in layer $j$ of an $N$-layer slab. How thick must the slab be for the interior value to apply?

**Answer.** There are $j-1$ layers on one side and $N-j$ on the other. Define $\tau_n=\sum_{l=n}^{\infty}T(l)$. Relative to an infinite stack, the layers from distance $j$ onward are missing on one side and those from $N+1-j$ onward on the other. Thus

$$F_j=-\frac{8\pi}{3}-\tau_j-\tau_{N+1-j}.$$

For $N=25$ the far surface has a negligible effect on the first few layers:

| Layer | $\varepsilon_0E_{\rm loc}/P$ | Excess magnitude relative to interior |
|---|---:|---:|
| 1 | $-0.69277$ | $3.9\%$ |
| 2 | $-0.66671$ | $0.0066\%$ |
| 3 | $-0.666667$ | $1.2\times10^{-5}\%$ |

A surface site lacks the positive contribution of neighbours on one side, so its field is more negative. Every $|\mathbf g|$ in $T(l)$ is at least one, so each further layer away from a surface reduces the correction due to that surface by a factor of at least $e^{2\pi}=535.5$. The computed ratio $\tau_2/\tau_3=539.3$ is slightly larger because the terms with $|\mathbf g|>1$ decay faster still. In this rigid model a few layers therefore suffice, provided that the slab is very wide.

## (e) Macroscopic field and electrode charge

**Question.** Separate the interior field into its macroscopic and local parts. Then place uniform charge sheets of density $+\theta P$ below and $-\theta P$ above the slab. At what $\theta$ does the interior local field vanish?

**Answer.** By part (b) the potential rises by $p/(\varepsilon_0a^2)$ across each layer. One layer occupies a thickness $a$, so the macroscopic field is

$$E_{\rm mac}=-\frac{p}{\varepsilon_0a^3}=-\frac{P}{\varepsilon_0}.$$

This is the depolarizing field. The remainder is the Lorentz field:

$$E_{\rm loc}-E_{\rm mac}=-\frac{2P}{3\varepsilon_0}+\frac{P}{\varepsilon_0}=\frac{P}{3\varepsilon_0}.$$

The charge sheets add a uniform field $+\theta P/\varepsilon_0$ in the slab. With $P$ held fixed,

$$E_{\rm mac}=-(1-\theta)\frac{P}{\varepsilon_0},\qquad E_{\rm loc}=\left(\theta-\frac23\right)\frac{P}{\varepsilon_0}.$$

The local field vanishes at $\theta=2/3$, although the macroscopic field is then still $-P/(3\varepsilon_0)$. At full screening, $\theta=1$, the macroscopic field vanishes and the local field is $+P/(3\varepsilon_0)$.

## (f) Finite width

**Question.** Replace the slab by a disc of thickness $L$ and radius $R$, both in units of $a$ and large. Find the field at its centre and examine the limits.

**Answer.** The part outside the disc must be removed from the infinite-slab result. By part (a), removing the negative remainder of each layer adds a positive term. Replacing the sum over layers by an integral gives

$$F=-\frac{8\pi}{3}+\int_{-L/2}^{L/2}\frac{2\pi R^2}{(R^2+z^2)^{3/2}}\,dz .$$

Since the derivative of $z/\sqrt{R^2+z^2}$ is $R^2/(R^2+z^2)^{3/2}$,

$$F=-\frac{8\pi}{3}+\frac{4\pi L}{\sqrt{L^2+4R^2}}.$$

For $R\gg L$ the slab result returns. For $L\gg R$ the limit is $-8\pi/3+4\pi=+4\pi/3$, or $E_{\rm loc}=+P/(3\varepsilon_0)$: the charged ends of a needle are too far away to depolarize its centre. The result of part (c) thus requires a thickness much smaller than the width; by part (d), a few layers are already thick enough.

Direct sums test both regimes. A disc with $L=25$ and $R=300.5$ gives $F=-7.8553$, equal to the formula at this precision. A needle with $L=6001$ and $R=30.5$ gives $4.1881$, close to the limit $4.1888$.

## (g) A film in the barium titanate regime

**Question.** Take $N=25$, $a=0.40$ nm and $P=25\ \mu\mathrm{C/cm^2}$. Find the fields, the voltage and the dipole energy. Then let the sites be polarizable, with background permittivity $\varepsilon_b=5$, holding fixed the polarization of the short-circuited film. Discuss whether a real film could remain in this state.

**Answer.** The thickness is $25\times0.40=10.0$ nm. For rigid dipoles,

$$E_{\rm mac}=-\frac{0.25\ \mathrm{C/m^2}}{\varepsilon_0}=-282.4\ \mathrm{MV/cm},$$

$$E_{\rm loc}=\frac23(-282.4)=-188\ \mathrm{MV/cm}=-18.8\ \mathrm{V/nm}.$$

Since $282.4$ MV/cm is $28.24$ V/nm, the voltage is $28.24\times10.0=282$ V. The moment per cell is $p=Pa^3=0.0999\,e\,$nm, so

$$-pE_{\rm loc}=0.0999\times18.82\ \mathrm{eV}=1.88\ \mathrm{eV}.$$

The interaction energy per interior cell is half of this, $0.94$ eV, because each pair is counted once. It is positive and far above $k_BT=0.026$ eV at 300 K. It leaves out the energy needed to form the dipoles and the short-range interactions between the ions.

Now let each site have $p=p_0+\alpha E_{\rm loc}$, and define $P_0=p_0/a^3$ and $x=\alpha/(\varepsilon_0a^3)$. In the uniform interior of the open slab,

$$P=P_0-\frac{2x}{3}P\quad\Rightarrow\quad P_{\rm open}=\frac{P_0}{1+2x/3}.$$

In short circuit $E_{\rm mac}=0$ and $E_{\rm loc}=P/(3\varepsilon_0)$, apart from surface corrections, so

$$P_{\rm short}=\frac{P_0}{1-x/3}.$$

This expression diverges at $x=3$, but the uniform state is lost earlier: at $x\approx2.35$ the cubic lattice becomes unstable to chains of dipoles along a cube axis ($z$, or equally $x$ or $y$), each polarized along its length and opposite to its neighbours. The value of $x$ used below is smaller than this.

To identify $\varepsilon_b$, set $P_0=0$ and apply an external field $E_0$ to the open slab. Then $P=x(\varepsilon_0E_0-2P/3)$, which gives $P=x\varepsilon_0E_0/(1+2x/3)$. The internal macroscopic field is

$$E_0-\frac{P}{\varepsilon_0}=E_0\,\frac{1-x/3}{1+2x/3}=\frac{E_0}{\varepsilon_b}.$$

The same fraction is $P_{\rm open}/P_{\rm short}$, hence $P_{\rm open}=P_{\rm short}/\varepsilon_b$. For $\varepsilon_b=5$, solving for $x$ gives $x=3(\varepsilon_b-1)/(\varepsilon_b+2)=1.714$. A linear solution for 401 coupled layers gives a ratio of $0.2001$, against $1/5$. With $P_{\rm short}=25\ \mu\mathrm{C/cm^2}$, the open film has

$$P=5.0\ \mu\mathrm{C/cm^2},\qquad E_{\rm mac}=-56.5\ \mathrm{MV/cm},\qquad E_{\rm loc}=-37.6\ \mathrm{MV/cm}.$$

These are the values for a thick film. With only 25 layers, and with the electrode charge modelled as uniform sheets, the surface corrections in short circuit raise the ratio $P_{\rm open}/P_{\rm short}$ to $0.2013$, and all three magnitudes by about $0.7\%$. Ideal metal plates half a lattice constant beyond the outer dipole layers would remove this correction for the interior layers, because their image dipoles continue the lattice and make the short-circuited film uniform. The open film keeps its own surface layers, so the ratio of the mean polarizations would then be $0.1997$.

**The real case.** The lattice constant and polarization are rough values for barium titanate; $\varepsilon_b=5$ is a rough electronic value. A rough breakdown field of 3 MV/cm is 94 times smaller than the rigid-dipole depolarizing field, and still about 19 times smaller than the one with background screening. A rough band gap of 3.2 eV is reached by the macroscopic potential drop over $0.113$ nm for rigid dipoles, or $3.2/5.65=0.57$ nm with the background. These lengths are about $0.3a$ and $1.4a$, too short for a macroscopic field to be taken literally. They mean only that the drop exceeds the gap within one layer (11.3 V per rigid layer) or within two layers. The assumption that fails is therefore a uniform polarization without compensating charge: a real film must reduce this field through electrode or other free charge, domains, or loss of polarization.

Two geometrical corrections are small. At fixed $P$ and in-plane spacing, a ratio $c/a=1.01$ changes the rigid coefficient from $-0.6667$ to $-0.6767$, an increase of $1.5\%$ in magnitude. A disc $1.0\ \mu$m across gives $-0.6567$ at its centre, a decrease of $1.5\%$.

The one-dipole cell is a more serious simplification. If all the dipoles sit on the titanium sites, the axial oxygen position lies halfway between two of them along $z$. The rigid-slab field there is

$$E=\frac{P}{4\pi\varepsilon_0}\,2\sum_{l=0}^{\infty}T\!\left(l+\tfrac12\right)=+1.727\,\frac{P}{\varepsilon_0}=+488\ \mathrm{MV/cm}.$$

Even the sign differs from that at the dipole sites, because this position lacks cubic symmetry and is close to the dipoles above and below. The coefficient $-2/3$ therefore holds at the dipole sites and, by the same cubic symmetry, at the barium sites at the centres of the cubes between them, but it cannot be assigned to every ion of a perovskite. The macroscopic field $-P/\varepsilon_0$ of a wide, unscreened slab follows from the total polarization and does not depend on that choice of site. Most of the computed values are collected in the numerical output.

## Computed results

```
lattice constant a = 0.40 nm
polarization P = 25.0 uC/cm2
layers N = 25, thickness = 10.0 nm
own-layer sum S0 = 9.03362 (reduced)
layer field T(1) = 3.2746e-01 (reduced)
layer field T(2) = 5.5498e-04 (reduced)
layer field T(3) = 1.0290e-06 (reduced)
T(1) by direct sum = 0.327465 (reduced)
sum of T(l), l>=1 = 0.328021 (reduced)
potential step of a layer / 4 pi = 1.000000
centre field, direct sum = -8.37758 (reduced)
target -8 pi/3 = -8.37758 (reduced)
integral outside cube = -8.37758 (reduced)
layer 1: E_loc eps0/P = -0.692770, excess = 3.92e+00 %
layer 2: E_loc eps0/P = -0.666711, excess = 6.64e-03 %
layer 3: E_loc eps0/P = -0.666667, excess = 1.23e-05 %
tau(2)/tau(3) = 539.3, exp(2 pi) = 535.5
flat disc, 25 layers, R=300.5 a: F = -7.8553 (reduced)
same disc by formula: F = -7.8553 (reduced)
needle, 6001 layers, R=30.5 a: F = 4.1881 (reduced)
needle limit 4 pi/3 = 4.1888 (reduced)
depolarizing field = -282.4 MV/cm
Lorentz field = 94.1 MV/cm
local field at centre = -188.2 MV/cm
local field at centre = -18.82 V/nm
local field, surface layer = -195.6 MV/cm
local field, full screening = 94.1 MV/cm
screened fraction at zero local field = 0.6667
bare voltage across film = 282.4 V
rough breakdown field (input) = 3.0 MV/cm
depolarizing/breakdown field = 94
rough band gap (input) = 3.2 eV
thickness where drop equals gap = 0.113 nm
background permittivity (input) = 5.0
site polarizability x = 1.7143
open/shorted P, layer solve = 0.2001
open-circuit P with background = 5.00 uC/cm2
depolarizing field with background = -56.5 MV/cm
local field with background = -37.6 MV/cm
strain c/a = 1.01: E_loc eps0/P = -0.6767
strain changes local field by 1.50 %
film width (input) = 1.0 um
finite width: E_loc eps0/P = -0.6567
finite width changes local field by -1.50 %
axial oxygen position: E eps0/P = 1.7272
axial oxygen position: E = 488 MV/cm
dipole per cell = 0.0999 e nm
dipole energy -p E_loc = 1.880 eV
energy per cell of the slab = 0.940 eV
kT at 300 K = 0.0259 eV
```
